\section*{Counting orbitals and electrons in the methyl-bridged chain of dimethylmagnesium}

\section{Problem}

In solid dimethylmagnesium the formula units $\mathrm{Mg(CH_3)_2}$ join into long chains. Each magnesium atom is linked to each of its two neighbours in the chain by two methyl groups, so it has four methyl carbons around it. Count the valence orbitals and electrons that hold one repeat unit together. What kind of bond do they form, and are the bonds full?

Inner shells and the C--H bonds are set aside. Each methyl group then keeps one orbital, a lobe on carbon pointing away from its hydrogens, with one electron in it. Magnesium has one $3s$ and three $3p$ valence orbitals and two valence electrons.

\section{A tempting solution}

Take one magnesium atom and the four methyl groups around it. The electrons are
\begin{equation}
2+4\times 1=6 ,
\end{equation}
and four Mg--C bonds need $4\times2=8$. The chain therefore seems to lack two electrons per magnesium, its bonds holding on average $6/4=1.5$ electrons each. On this view the bonding levels are partly empty, and the chain should readily take up two more electrons per unit.

\section{Where it fails}

The group $\mathrm{Mg(CH_3)_4}$ is not the repeat unit. Each of its methyls also belongs to a neighbouring magnesium, so laying such groups end to end counts every methyl twice. The formula already shows the error: the chain has two methyls per magnesium, not four.

There is a second fault. The eight electrons were meant for four separate two-centre bonds, but a bridging methyl has one lobe, and that lobe points between two magnesium atoms. It cannot supply an independent orbital to each of two bonds. The lobe and the two magnesium orbitals aimed at it must be treated together.

\section{The correct count}

Each magnesium touches four methyls and each methyl touches two magnesiums, which gives $4/2=2$ methyls per magnesium. One unit contains
\begin{align}
\text{orbitals:}\quad & 4+2\times1=6=2\times3,\\
\text{electrons:}\quad & 2+2\times1=4=2\times2 .
\end{align}
Combine the four magnesium orbitals into four hybrids, one aimed at each carbon. Every bridge then uses one lobe and one hybrid from each of its two magnesiums: three orbitals. Two bridges per unit use all six orbitals, and the four electrons give each bridge one pair. These are the numbers for two three-centre two-electron bonds.

Whether a pair \emph{fills} such a bond depends on the energy levels. Let the lobe $c$ have energy $E_C$, let the hybrids $a$ and $b$ have energy $E_h$, and let the lobe be coupled to each hybrid by $-t$, with $t>0$. The orbitals are taken as orthonormal and the electrons as independent. The combination $(a-b)/\sqrt2$ has coupling $(-t+t)/\sqrt2=0$ to the lobe and stays at $E_h$: it is nonbonding. The combination $(a+b)/\sqrt2$ has coupling $-2t/\sqrt2=-\sqrt2\,t$. The other two levels therefore obey
\begin{equation}
(E-E_C)(E-E_h)=2t^2,
\end{equation}
and solving this quadratic gives
\begin{equation}
E_\pm=\frac{E_C+E_h}{2}\pm\sqrt{\left(\frac{E_h-E_C}{2}\right)^2+2t^2}.
\label{eq:three}
\end{equation}
There is one bonding, one nonbonding and one antibonding level. One pair fills the bonding level and leaves the other two empty. ``Filled'' thus means that the bonding combination is full, not that all three orbitals are.

\section{Do the bridges stay filled in a chain?}

Bridges that meet at a magnesium are not independent. Let the magnesium levels be $E_s<E_p$. A tetrahedral hybrid is $\tfrac12 s+\tfrac{\sqrt3}{2}p_{\mathbf u}$, where the unit vector $\mathbf u$ points at the carbon and $\mathbf u\cdot\mathbf u'=-1/3$ for two different hybrids. Its energy, and its coupling to another hybrid on the same atom, are
\begin{equation}
E_h=\frac{E_s+3E_p}{4},\qquad
\frac{E_s}{4}+\frac34\left(-\frac13\right)E_p=\frac{E_s-E_p}{4}.
\end{equation}
The second quantity is not zero, so the levels of the whole chain are needed.

Let the chain run along $x$, and take a link whose two lobes lie on the $+z$ and $-z$ sides. The hybrids aimed at them are
\begin{align}
\text{left Mg:}\quad &\tfrac12 s+\tfrac12p_x\pm\tfrac1{\sqrt2}p_z,\\
\text{right Mg:}\quad &\tfrac12 s-\tfrac12p_x\pm\tfrac1{\sqrt2}p_z .
\end{align}
In the next link the lobes lie along $\pm y$, and the planes go on alternating. The translational cell therefore holds two formula units, but the count above is per formula unit.

\subsection{Difference of the two lobes}

In $(c_1-c_2)/\sqrt2$ the couplings to $s$ and $p_x$ cancel. The coupling to $p_z$ on each flanking magnesium is
\begin{equation}
\frac1{\sqrt2}\left(-\frac{t}{\sqrt2}-\frac{t}{\sqrt2}\right)=-t .
\end{equation}
The next links use $p_y$ and not $p_z$, so these three orbitals form a closed set. It has the form already solved, with $E_p$ in place of $E_h$. Its lowest level is
\begin{equation}
E_D=\frac{E_C+E_p}{2}-\sqrt{\left(\frac{E_p-E_C}{2}\right)^2+2t^2},
\label{eq:ed}
\end{equation}
and its other two levels are $E_p$ and one above $E_p$.

\subsection{Sum of the two lobes}

The combination $(c_1+c_2)/\sqrt2$ does not couple to $p_z$. Its coupling to $s$ on either side is $-t/\sqrt2$; to $p_x$ it is $-t/\sqrt2$ on the left and $+t/\sqrt2$ on the right. None of this depends on the plane of the link, so a phase $e^{ik}$ per formula unit may be used. With amplitudes $\sigma$, $s$ and $x$ for the lobe sum, $s$ and $p_x$,
\begin{align}
(E-E_C)\sigma&=-\tfrac{t}{\sqrt2}(1+e^{ik})s-\tfrac{t}{\sqrt2}(1-e^{ik})x,\\
(E-E_s)s&=-\tfrac{t}{\sqrt2}(1+e^{-ik})\sigma,\\
(E-E_p)x&=-\tfrac{t}{\sqrt2}(1-e^{-ik})\sigma .
\end{align}
Eliminate $s$ and $x$, use $|1+e^{ik}|^2=4\cos^2(k/2)$ and $|1-e^{ik}|^2=4\sin^2(k/2)$, and clear the denominators. The levels are the roots of
\begin{align}
P(E)={}&(E-E_C)(E-E_s)(E-E_p)\nonumber\\
&-2t^2\cos^2\tfrac k2\,(E-E_p)-2t^2\sin^2\tfrac k2\,(E-E_s).
\end{align}

\subsection{The gap}

Inserting the magnesium levels gives
\begin{align}
P(E_s)&=2t^2\cos^2\tfrac k2\,(E_p-E_s)\ge0,\\
P(E_p)&=-2t^2\sin^2\tfrac k2\,(E_p-E_s)\le0 .
\end{align}
Since $P$ is negative far below and positive far above, one root lies at or below $E_s$, one between $E_s$ and $E_p$, and one at or above $E_p$. Next insert $E_D$, using $(E_D-E_C)(E_D-E_p)=2t^2$ and $1-\sin^2(k/2)=\cos^2(k/2)$:
\begin{align}
P(E_D)&=2t^2\cos^2\tfrac k2\,\bigl[(E_D-E_s)-(E_D-E_p)\bigr]\nonumber\\
&=2t^2\cos^2\tfrac k2\,(E_p-E_s)\ge0 .
\end{align}
Suppose $E_D<E_s$. Below its lowest root $P$ is negative, so the lowest root is at or below $E_D$. The two lowest levels at every $k$, one from the sum and one from the difference, then lie at or below $E_D$, and the other four lie at or above $E_s$. Both limits are reached at $k=\pi$, where the roots include $E_D$ and $E_s$. Hence
\begin{equation}
\text{gap}=E_s-E_D\qquad(E_D<E_s).
\label{eq:gap}
\end{equation}
Four electrons per unit fill the two lower bands and nothing else.

If instead $E_D\ge E_s$, the second and third levels at $k=\pi$ are both $E_D$, one from each set, and there is no gap. This degeneracy relies on ideal tetrahedral directions. For $E_C=-5$, $E_s=-7$, $E_p=-3$, $t=1.5$~eV, the gap stays closed if the C--Mg--C angle within a link is narrowed to $105^\circ$, but a gap of 0.2~eV opens if it is widened to $115^\circ$. These figures keep the form $\tfrac12 s+\tfrac{\sqrt3}{2}p_{\mathbf u}$ with $\mathbf u$ turned to the new direction; such hybrids are not orthogonal, and orthonormalizing them returns the tetrahedral set and closes the gap. The filled levels below the 0.2~eV gap still include a pure magnesium $s$ state at $k=\pi$, so it does not restore the bridge picture. The dividing condition follows from $(E-E_C)(E-E_p)-2t^2$, which is negative between its two roots. The upper root lies above $E_p$ and so above $E_s$; thus $E_D<E_s$ holds when this expression is negative at $E_s$:
\begin{equation}
2t^2>(E_C-E_s)(E_p-E_s).
\label{eq:cond}
\end{equation}
A methyl level below the magnesium $s$ level satisfies this for any $t>0$. As $t\to0$ in that case, both pairs retreat to the methyls. The count survives, but the description becomes ionic, $\mathrm{Mg^{2+}}$ with two $\mathrm{CH_3^-}$. If $E_s<E_C<E_p$ and $t\to0$, magnesium keeps its two electrons, the lobes are half filled, and the bond picture fails although the count is unchanged.

\subsection{From bands back to bonds}

A state made of magnesium orbitals alone has mean energy at least $E_s$, while any combination of filled states has mean energy at most $E_D$. With a gap, no filled state can therefore lie wholly on magnesium, that is, be orthogonal to every lobe. The projections of the lobes onto the filled states therefore span the whole filled set. There are as many lobes as filled orbitals, two per unit, so the projections are also linearly independent. After orthonormalization they describe the same filled set, with one pair centred on each methyl.

\section{Numbers for a model chain}

Take the rough round values $E_C=-10$, $E_s=-7$, $E_p=-3$ and $t=2$~eV. The hybrid level is $(-7-9)/4=-4$~eV, and an isolated bridge has its bonding level at
\begin{equation}
-7-\sqrt{3^2+2\times2^2}=-11.12\ \text{eV}.
\end{equation}
In the chain,
\begin{equation}
E_D=-6.5-\sqrt{3.5^2+8}=-11.0\ \text{eV},
\end{equation}
so the gap is $-7-(-11)=4.0$~eV, or 0.147~hartree. Direct diagonalization of a ring of 12 units, with 72 orbitals and 48 electrons, gives the same gap. Its 24 filled levels run from $-11.7$ to $-11.0$~eV, with a mean of $-11.2$~eV, close to the isolated bridge.

Each localized pair has 84\% of its weight on its carbon lobe, 7.7\% on each of the two magnesiums and 0.14\% elsewhere. The bond is strongly polar, yet well confined to three centres.

Raising the methyl level to $-5$~eV, with the magnesium levels held fixed, puts the threshold of Eq.~(\ref{eq:cond}) at $t=\sqrt{2\times4/2}=2$~eV. The ring has no gap at $t=1.5$~eV and a gap of 0.67~eV at $t=2.5$~eV, in agreement with the condition.

\section{Check by molecular calculations}

An open chain of $n\ge2$ units has $2(n-1)$ bridging and 2 terminal methyls. Its pairs number $2(n-1)+2=2n$, as the $4n$ electrons require. The bonds use $3\times2(n-1)+2\times2=6n-2$ of the $6n$ orbitals, leaving one empty orbital on each end magnesium. Lengthening the chain by one unit should add two bridges and no terminal bond.

This was tested by Hartree--Fock calculations in the 6-31G basis on $\mathrm{Mg_2(CH_3)_4}$ and $\mathrm{Mg_3(CH_3)_6}$. The geometry was chosen, not optimized: bridging Mg--C 2.25~\AA, terminal Mg--C 2.15~\AA, C--H 1.09~\AA\ and Mg--C--Mg $75^\circ$. The filled valence orbitals were recombined to be as compact as possible (Boys localization), and their weights were assigned to atoms.

The shorter molecule has 2 bridging and 2 terminal pairs; the longer has 4 and 2. For the longer one the full budget is 90 electrons, less $3\times10+6\times2=42$ in inner shells and $18\times2=36$ in C--H bonds. The remaining 12 are the six pairs found. A bridging pair in it has about 75\% of its weight on carbon and 12\% on each of two magnesiums. A terminal pair has 72\% on carbon, 28\% on one magnesium and 0.01\% on the next. The distinction between three-centre and two-centre bonds is therefore clear, although the percentages depend strongly on how weight is assigned to atoms. Those above use intrinsic atomic orbitals with a reference that includes magnesium $3p$ functions. For a terminal pair of the shorter molecule, the polarized def2-SVP basis changes the magnesium share only from 28\% to 29\%, but in that basis it falls to 16\% without $3p$ in the reference and to 11\% with natural atomic orbitals.

\section{How far the model can be trusted}

The real solid shares the model's connectivity, and its Mg--C distances are roughly 2.2~\AA. The energy parameters are less certain. The coupling $t=2$~eV is not fitted to anything and is probably too small: in $\mathrm{Mg_3(CH_3)_6}$ the Hartree--Fock matrix element between a lobe and the hybrid aimed at it, in orthonormal intrinsic atomic orbitals, is about $-6.7$~eV, and the four bridge pairs span 3.3 to 3.5~eV. The 0.7~eV width of the model's filled levels therefore reflects the chosen parameters, not the compound. Hartree--Fock gives $-6.9$~eV for the $3s$ level of a magnesium atom and $-11.6$~eV for the singly filled orbital of a pyramidal methyl radical. The chosen $E_C$ is 1.6~eV higher than this estimate. These are energies for removing an electron, so they support the order $E_C<E_s$ only in part: the lobe holds most of a pair in the chain, and the midpoint of its filled and empty Hartree--Fock levels lies at $-4$ to $-5$~eV, above $E_s$. The localized pairs of the molecular calculation are the better evidence that the bridges are filled. The model's 7.7\% on each magnesium is below the 12\% of the molecular calculation, but assignments of weight that give magnesium $3p$ functions no valence role put about 6\% or less there, so the comparison does not show which way the model errs.

The model omits direct coupling between the two magnesium hybrids of a bridge. Including it as a trial matrix element of $-0.5$~eV, the same sign as $-t$, moves the gap from 4.0 to 4.6~eV, a change of 14\% relative to the original value; the opposite sign lowers it to 3.4~eV. In the Hartree--Fock matrix of $\mathrm{Mg_3(CH_3)_6}$ this element has the sign of $-t$ and 0.37 of its size, against 0.25 in the trial. Also omitted are the coupling of a lobe to hybrids not aimed at it, the coupling between lobes, and the remaining Mg--Mg elements. Taken from the same matrix and scaled to $t=2$~eV, these terms, singly or together, put the gap between 3.7 and 4.9~eV, and some of them open a gap at the threshold of Eq.~(\ref{eq:cond}), which is exact only for the model as defined. The thermal energy at 500~K is 0.043~eV, about one ninetieth of the model gap, so heat alone does not disturb the filling in this model; this says nothing about chemical decomposition. Orbital overlap and electron repulsion are not sized, so 4~eV is not a prediction of a measured gap. The molecular calculation omits electron correlation, relaxation of the geometry and the packing of chains. The count of six orbitals and four electrons per unit depends on none of these energies; what depends on them is whether the two bonding combinations lie lowest. The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
MODEL CHAIN (rough round parameters)
units in ring: 12; orbitals: 72
filled levels: 24; electrons: 48
methyl level E_C: -10.00 eV
Mg levels E_s, E_p: -7.00, -3.00 eV
lobe-hybrid coupling t: 2.00 eV
hybrid level E_h: -4.00 eV
coupling of hybrids on one Mg: -1.00 eV
isolated bridge, bonding: -11.123 eV
isolated bridge, nonbonding: -4.000 eV
isolated bridge, antibonding: -2.877 eV
lowest filled chain level: -11.702 eV
highest filled chain level E_D: -11.000 eV
lowest empty chain level: -7.000 eV
mean filled chain level: -11.185 eV
gap: 4.000 eV = 0.1470 hartree
localized pair, share on C: 0.8439
localized pair, share on each Mg: 0.0774
localized pair, tail elsewhere: 0.0014
direct Mg-Mg coupling tried: 0.50 eV
gap with direct coupling: 4.558 eV
thermal energy at 500 K: 0.0431 eV
raised methyl level for gap test: -5.00 eV
threshold t for that level: 2.000 eV
gap at t=1.5 eV: 0.000 eV
gap at t=2.5 eV: 0.674 eV
OLIGOMERS (RHF/6-31G, unoptimized geometry)
bridge Mg-C: 2.25 angstrom; Mg-C-Mg: 75.0 deg
terminal Mg-C: 2.15; C-H: 1.09 angstrom
resulting Mg-Mg distance: 2.739 angstrom
Mg2(CH3)4: total electrons 60, C-H pairs 12
Mg2(CH3)4: bridge pairs 2, terminal pairs 2
Mg2(CH3)4: mean bridge share on C: 0.744
Mg2(CH3)4: mean bridge shares on two Mg: 0.125, 0.125
Mg2(CH3)4: mean bridge share on all H: 0.0002
Mg2(CH3)4: terminal shares on C, nearest Mg, next Mg: 0.716, 0.281, 0.0001
Mg3(CH3)6: total electrons 90, C-H pairs 18
Mg3(CH3)6: bridge pairs 4, terminal pairs 2
Mg3(CH3)6: mean bridge share on C: 0.748
Mg3(CH3)6: mean bridge shares on two Mg: 0.125, 0.122
Mg3(CH3)6: mean bridge share on all H: 0.0003
Mg3(CH3)6: terminal shares on C, nearest Mg, next Mg: 0.717, 0.281, 0.0001
added by one unit: 2 bridge pairs
added Mg-C bonding electrons: 4
Mg atom 3s level, RHF/6-31G: -6.87 eV
pyramidal CH3 singly filled level, UHF/6-31G: -11.59 eV
\end{verbatim}

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
